# Thomas-Fermi ions: finite radius, tangent condition, and no negative ions

The Thomas-Fermi equation is of second order, and the nucleus supplies one boundary condition. A whole family of solutions remains, and nothing in the equation says which of them belongs to a given number of electrons. If one asks the solution to vanish at infinity, the result is a neutral atom, whatever ion was intended. If one cuts off a solution where it encloses the desired charge, one can even seem to obtain a negative ion. The missing condition comes from the energy minimum, and it settles both matters.

Consider $N$ electrons, $N$ being any positive real number, around a point nucleus of charge $Z$ in free space. In atomic units the Thomas-Fermi energy is

$$E[n]=C\int n^{5/3}d^3r-Z\int\frac{n}{r}\,d^3r+D(n,n),\qquad C=\tfrac{3}{10}(3\pi^2)^{2/3},$$

with $n\ge 0$, $\int n\,d^3r=N$ and $D(f,g)=\frac12\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. Let $\Phi=Z/r-\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ be the electrostatic potential, so that an electron has potential energy $-\Phi$. A small change of density changes the energy by $\int(\frac53Cn^{2/3}-\Phi)\,\delta n\,d^3r$. With a Lagrange multiplier $\mu$ for the electron number, the bracket must equal $\mu$ where $n>0$. Where $n=0$ the density can only be increased, so there the bracket need only be at least $\mu$. Since $\frac53C=\frac12(3\pi^2)^{2/3}$, both statements are contained in

$$\tfrac12(3\pi^2n)^{2/3}=[\Phi+\mu]_+,\tag{1}$$

where $[a]_+$ is $a$ for $a>0$ and zero otherwise.

Condition (1) is also sufficient. Let $n$ satisfy it, let $n'$ be any other density with electron number $N'$, and write $\delta=n'-n$. Put $G=\frac53Cn^{2/3}-\Phi-\mu$, which is nonnegative and vanishes where $n>0$. Expanding $D(n',n')=D(n,n)+2D(n,\delta)+D(\delta,\delta)$, and adding and subtracting $\frac53Cn^{2/3}\delta$, gives

$$E[n']-E[n]=K+D(\delta,\delta)+\int G\,n'\,d^3r+\mu(N'-N),\tag{2}$$

$$K=C\int\left[n'^{5/3}-n^{5/3}-\tfrac53n^{2/3}(n'-n)\right]d^3r .$$

Here $K>0$ unless $n'=n$, because $n^{5/3}$ is strictly convex. The term $D(\delta,\delta)$ is a field energy and cannot be negative. For $N'=N$ the right side is therefore positive, so a density obeying (1) is the unique minimizer. It is spherical, since a rotated copy would be another minimizer.

For $r>0$ Poisson's equation reads $\nabla^2\Phi=4\pi n$, the sign being positive because electrons carry negative charge. For a spherical density this is $(r\Phi)''=4\pi rn$. Define

$$r(\Phi+\mu)=Z\varphi(x),\qquad r=bx .$$

Adding $\mu r$ does not alter the second derivative. Where $\varphi>0$, equation (1) gives $n=(2Z\varphi/r)^{3/2}/(3\pi^2)$, hence

$$\frac{Z}{b^2}\varphi''=\frac{4\pi r}{3\pi^2}\left(\frac{2Z\varphi}{r}\right)^{3/2}
\quad\Longrightarrow\quad
\varphi''=\frac{8\sqrt2}{3\pi}Z^{1/2}b^{3/2}\,\frac{\varphi^{3/2}}{\sqrt x}.$$

The prefactor is one for $b=\frac12(3\pi/4)^{2/3}Z^{-1/3}$. The potential of the electrons is finite at the nucleus, so $r\Phi\to Z$ there. The problem becomes

$$\varphi''=\frac{\varphi^{3/2}}{\sqrt x}\ \ (\varphi>0),\qquad \varphi''=0\ \ (\varphi<0),\qquad \varphi(0)=1.\tag{3}$$

The finite radius follows from the sign of $\mu$. Far away $\Phi\to0$. If $\mu$ were positive, (1) would leave the constant density $(2\mu)^{3/2}/(3\pi^2)$ at infinity and thus infinitely many electrons. If $\mu$ were zero with $N<Z$, then $r\Phi\to Z-N>0$, the density would fall as $r^{-3/2}$, and $4\pi r^2n$ would grow as $\sqrt r$, which again cannot be normalized. A positive ion therefore has $\mu<0$. Then $\Phi+\mu$, positive near the nucleus, is negative far out, and $\varphi$ has a first zero at some finite $x_0$.

At this zero $\varphi'(x_0)<0$. The slope cannot be positive at a first zero reached from above. Nor can it vanish, because $\varphi^{3/2}$ has a bounded derivative near $\varphi=0$, so the solution through $\varphi=\varphi'=0$ is unique and is identically zero, contrary to $\varphi(0)=1$. Beyond $x_0$ the function is negative, has no curvature, and continues as a straight line that never returns to zero. All electrons lie inside $r_0=bx_0$.

Now count them. With $4\pi r^2n=r(r\Phi)''$, $(r\Phi)''=Z\varphi''/b^2$ and $r\,dr=b^2x\,dx$,

$$\frac NZ=\int_0^{x_0}x\varphi''\,dx=\Big[x\varphi'-\varphi\Big]_0^{x_0}=x_0\varphi'(x_0)+1 .$$

At the lower limit $x\varphi'$ vanishes, because $\varphi''\sim x^{-1/2}$ is integrable and $\varphi'(0)$ is finite. At the upper limit $\varphi(x_0)=0$. Therefore

$$-x_0\varphi'(x_0)=1-\frac NZ .\tag{4}$$

The left side is the height at which the tangent at $x_0$ meets the axis $x=0$. This tangent has a physical meaning: it is the outer solution itself. Outside the ion $\Phi=(Z-N)/r$, so $Z\varphi=Z-N+\mu r$, a straight line whose intercept is the net charge. Its zero at $r_0$ gives the chemical potential

$$\mu=-\frac{Z-N}{r_0}.\tag{5}$$

That $\mu$ is the derivative of the minimum energy $E(N)$ follows from (2), which gives $E(N')-E(N)\ge\mu(N)(N'-N)$. Exchanging the two electron numbers gives $E(N')-E(N)\le\mu(N')(N'-N)$, and for $N'\to N$ the two bounds meet, $\mu$ being continuous in $N$. Near the edge $\Phi+\mu$ is linear in $r_0-r$, so the density goes to zero as $(r_0-r)^{3/2}$, without a jump.

It remains to show that (4) can be met for each $N$ between $0$ and $Z$, and in one way. Compare two solutions of (3) with initial slopes $s_1<s_2$. Their difference $d=\varphi_2-\varphi_1$ starts at zero with positive slope. As long as $d>0$ and both functions are positive, $d''=(\varphi_2^{3/2}-\varphi_1^{3/2})/\sqrt x>0$, so $d'\ge s_2-s_1$ and $d$ keeps growing. The steeper solution lies below the other and reaches zero first. Since $N/Z=\int\sqrt x\,\varphi^{3/2}dx$, it also holds fewer electrons.

Sufficiently steep solutions do reach zero. While $0<\varphi\le1$ one has $\varphi''\le x^{-1/2}$ and hence $\varphi\le1+sx+\frac43x^{3/2}$, which is negative at $x=1$ if $s<-\frac73$. For such slopes $x^{3/2}\le x$ up to the edge, so $x_0\le1/(|s|-\frac43)$, and both $x_0$ and $N$ tend to zero as $s\to-\infty$. For $s=0$, by contrast, the solution rises from the start. Let $s_c$ be the upper limit of the slopes that lead to a zero. Crossing zero with a nonzero slope survives a small change of $s$, and so does turning upward at a positive minimum. At $s_c$ itself neither can happen, so this solution is positive and decreasing for all $x$. Its limit $L$ must be zero, since $L>0$ would give $\varphi'\ge s_c+2L^{3/2}\sqrt x$, which becomes positive. A convex function lies above its tangents, so $\varphi(x/2)\ge\varphi(x)-\frac x2\varphi'(x)$, hence

$$-x\varphi'(x)\le2\varphi(x/2)\to0 .$$

The charge count taken to infinity now gives $N=Z$: the neutral atom has no edge. As $s$ rises to $s_c$, the solutions increase towards the critical one at every $x$, so $N$ rises continuously to $Z$ and $x_0\to\infty$. Each $0<N<Z$ occurs for one slope. The density built from that solution satisfies (1) with $\mu=Z\varphi'(x_0)/b$. Indeed $Z\varphi/r-\mu$ and the electrostatic potential of the nucleus and this density obey the same Poisson equation, have the same singularity at the nucleus and both vanish at infinity, so they agree.

The opposite limit, $N\ll Z$, can be solved in closed form. With few electrons their mutual repulsion is negligible, $\varphi$ is nearly the straight line $1-x/x_0$, and

$$\frac NZ\approx\int_0^{x_0}\sqrt x\left(1-\frac x{x_0}\right)^{3/2}dx=\frac{\pi}{16}x_0^{3/2},\qquad x_0\approx\left(\frac{16N}{\pi Z}\right)^{2/3}.$$

The true $\varphi$ is convex and lies below this chord. The integral therefore overestimates $N$ at given $x_0$, and the formula is a lower bound on $x_0$ at given $N$: repulsion enlarges the ion.

Equation (4) already excludes free negative ions with an edge, since $\varphi'(x_0)<0$ requires $N<Z$. What of the solutions with $s>s_c$, which turn upward? Cut at a radius $X$, such a solution encloses $N/Z=1+X\varphi'(X)-\varphi(X)$, which exceeds one where $X\varphi'(X)>\varphi(X)$. But there $\varphi(X)>0$, so the density ends in a jump. Just outside, $\Phi+\mu$ is still positive while $n=0$, in conflict with (1), and electrons would lower the energy by moving out. Such a solution describes an atom held in by a wall.

The energy gives a stronger statement, which covers every density and does not assume an edge. For the neutral density $n_0$ we have $\mu=0$, and $\Phi=Z\varphi/r>0$ everywhere, so $G=0$. Equation (2) then reduces, for any $n$ with any number of electrons, to

$$E[n]-E[n_0]=K+D(n-n_0,n-n_0)\ge0,\tag{6}$$

with equality for $n=n_0$ alone. Every density with $N>Z$ thus has energy strictly above $E(Z)$. To see how close it can come, add $k=N-Z$ electrons as a density $m$ to $n_0$. The integrand of $K/C$ is $g(a)=(a+m)^{5/3}-a^{5/3}-\frac53a^{2/3}m$ at $a=n_0$. Its derivative,

$$g'(a)=\tfrac53\left[(a+m)^{2/3}-a^{2/3}-\tfrac23a^{-1/3}m\right],$$

is not positive, because $a^{2/3}$ is concave and lies below its tangent. Hence $g(a)\le g(0)=m^{5/3}$. For a uniform ball of radius $R$, whose Coulomb energy is $3k^2/(5R)$,

$$E[n_0+m]-E(Z)\le\frac{3k^2}{5R}+Ck^{5/3}\left(\frac{4\pi R^3}{3}\right)^{-2/3}\longrightarrow0\quad(R\to\infty).\tag{7}$$

The infimum for $N>Z$ is $E(Z)$, and no density attains it. The surplus electrons gain nothing by staying and lower the energy by spreading out without limit.

In a closed sphere of radius $R$ a minimum does exist, and its cost can be bounded from below. Outside the wall the difference $n-n_0$ encloses at least the charge $k$, since $n$ is entirely inside and $n_0$ never encloses more than $Z$. The field energy there is at least $\frac1{8\pi}\int_R^\infty(k/r^2)^2\,4\pi r^2dr=k^2/(2R)$, and by (6) the cost is no smaller.

Take lutetium, $Z=71$, as a triply charged ion with $N=68$. The required intercept is $1-N/Z=3/71=0.04225$. With the slope at the edge fixed by (4), the condition $\varphi(0)=1$ gives $x_0=17.554$, and the slope there is $\varphi'(x_0)=-0.04225/17.554=-0.002407$. As a check, integrating the density separately returns 68.000 electrons. With $b=0.11314$ angstrom the edge lies at

$$r_0=0.11314\times17.554=1.986\ \text{angstrom}=3.753\ \text{bohr},$$

and (5) gives $\mu=-3/3.753=-0.799$ hartree, or $-21.75$ eV. The initial slope, $-1.588077$, differs from the critical slope $-1.588071$ by only $6\times10^{-6}$. Integrating outward from the nucleus therefore requires a very exactly chosen slope, whereas integrating inward from a trial $x_0$ with the slope fixed by (4) requires only that $\varphi(0)=1$ be met.

These values were tested against a minimization of the energy over densities uniform in thin spherical shells, with the Coulomb energy summed explicitly and without equation (3). Its last occupied shell extends from 1.937 to 2.005 angstrom and contains $r_0$, and its Lagrange multiplier is $-21.75$ eV. The energy difference between 68.5 and 67.5 electrons is $-21.84$ eV, 0.4% larger in magnitude than $\mu$. It is the mean of $\mu$ over an interval of one electron, which need not equal the value at the midpoint.

Stronger ionization contracts the ion: the edge lies at 3.34 angstrom for charge 1, at 1.00 angstrom for charge 10 and at 0.108 angstrom for charge 60. In the last case $N/Z=11/71$, and the formula for few electrons gives $x_0\approx0.854$, which is 11% below the computed 0.9585. For $N/Z=0.03578$ it gives 0.321 against 0.3296, a deficit of 2.5%, as expected of a lower bound that improves when repulsion weakens.

With 72 electrons in closed spheres of radius 26.5, 105.8 and 423.3 angstrom, the minimization over shell densities gives energies 0.304, 0.0715 and 0.0174 eV above the neutral atom; the finite width of the shells near the wall makes these values too high by 0.1%, 0.2% and 0.5%, the limits for vanishing width being 0.3040, 0.0713 and 0.01736 eV. The lower bounds $k^2/(2R)$ are 0.272, 0.0680 and 0.0170 eV, and the ball estimate (7) gives 0.339, 0.0824 and 0.0205 eV. The estimate is a strict upper bound only without the wall, because $n_0$ has a small tail beyond $R$; here the computed minima lie below it. In the two larger spheres the inner half of the radius holds 71.000 electrons. The surplus electron sits in the outer half and moves out with the wall. The numerical output lists these values together with the other ions.

These conclusions belong to the Thomas-Fermi model. The sharp edge is the classical turning surface of the most energetic electrons; a quantum density has a tail beyond it, so $r_0$ is not a crystallographic ionic radius. The model also leaves out exchange, correlation, shell structure and density-gradient terms, and its kinetic energy is nonrelativistic, a poor approximation for the inner electrons at $Z=71$, where $Z/137\approx0.52$. Negative ions such as that of hydrogen do exist in nature, and their binding has to come from what is left out here.

## Computed values

```
nuclear charge Z (Lu): 71
TF length b: 0.11314 angstrom
critical initial slope phi'(0), neutral atom: -1.588071
Solutions steeper than critical: offset, x0, N/Z
  2e+00  0.3296  0.03578
  5e-01  0.7909  0.12091
  1e-02  3.5854  0.57486
  1e-04  10.4484  0.89150
  1e-06  23.8418  0.97752
  1e-08  49.0277  0.99575
Lu3+: 1 - N/Z = 0.042254
Lu3+: edge x0 = 17.5538
Lu3+: phi'(x0) = -0.002407
Lu3+: initial slope phi'(0) = -1.588077
Lu3+: electrons by integrating the density = 68.00000
Lu3+: edge radius r0 = 1.9861 angstrom = 3.7532 bohr
Lu3+: mu = -(Z-N)/r0 = -21.751 eV = -0.79933 hartree
Lu3+ by direct energy minimization on shells:
  last occupied shell: 1.9369 to 2.0052 angstrom
  Lagrange multiplier mu: -21.753 eV
  E(N+1/2) - E(N-1/2): -21.838 eV
Lu ions: charge, 1-N/Z, x0, r0 (angstrom), mu (eV)
   1  0.01408  29.4985  3.3375  -4.314
   3  0.04225  17.5538  1.9861  -21.751
  10  0.14085  8.8726  1.0039  -143.442
  30  0.42254  3.6099  0.4084  -1057.661
  60  0.84507  0.9585  0.1084  -7966.944
72 electrons, Z = 71, in a box of radius R; energies above neutral atom
R (angstrom), lower bound, minimum, upper bound (eV), electrons in R/2
  26.46  0.27211  0.30427  0.33856  70.9882
  105.84  0.06803  0.07149  0.08239  71.0000
  423.34  0.01701  0.01744  0.02046  71.0000
```
